# A Postselected Linear-Optical CNOT with Success Probability 1/9, part 1

(Sections cited here and not found follow in the second part.)

## First half: the ideal gate

### 1. Two photons at one coupler

Two waveguides, $a$ and $b$, run side by side and exchange light. A photon that enters one of them stays there with probability $1/3$ and crosses to the other with probability $2/3$. The amplitude for staying is $\sqrt{1/3}$, and the amplitude for crossing is $i\sqrt{2/3}$. The factor $i$ is derived in section 2.

Send one photon into each guide, and ask for the amplitude that one photon leaves each guide. Identical photons can do this in two ways. Both stay, with amplitude

$$\sqrt{\tfrac13}\,\sqrt{\tfrac13}=\tfrac13 ,$$

or both cross, with amplitude

$$\left(i\sqrt{\tfrac23}\right)\left(i\sqrt{\tfrac23}\right)=-\tfrac23 .$$

The final states are the same, so the amplitudes add:

$$\tfrac13-\tfrac23=-\tfrac13 .$$

Compare this with two photons that never meet. Each passes its own coupler, whose second guide is empty at the input, and each stays with amplitude $\sqrt{1/3}$. The amplitude that both stay is $+1/3$.

The two situations have the same probability, $1/9$, and opposite signs. A sign that appears when two particular rails are occupied, and not otherwise, is the resource for a controlled gate. The rest of this half turns it into a CNOT and shows that the probability $1/9$ holds for every two-qubit input.

### 2. The coupler

Let $a^\dagger$ and $b^\dagger$ create a photon in guides $a$ and $b$. We use $\hbar=1$. A lossless coupler acts on states as

$$U=e^{i\theta G},\qquad G=a^\dagger b+b^\dagger a ,$$

where the angle $\theta$ is proportional to the length over which the guides exchange light. To find what happens to an incoming photon, define

$$A(\theta)=Ua^\dagger U^\dagger,\qquad B(\theta)=Ub^\dagger U^\dagger .$$

From $[a,a^\dagger]=[b,b^\dagger]=1$, with all other commutators between the two guides zero,

$$[G,a^\dagger]=b^\dagger,\qquad [G,b^\dagger]=a^\dagger .$$

Since $G$ commutes with $U$, differentiation gives

$$\frac{dA}{d\theta}=iU[G,a^\dagger]U^\dagger=iB,\qquad \frac{dB}{d\theta}=iA .$$

Hence $d^2A/d\theta^2=-A$, with $A(0)=a^\dagger$ and $A'(0)=ib^\dagger$. The solution, and its partner for $b^\dagger$, are

$$a^\dagger\to \cos\theta\,a^\dagger+i\sin\theta\,b^\dagger,\qquad
b^\dagger\to \cos\theta\,b^\dagger+i\sin\theta\,a^\dagger .$$

These replacements give the output state directly. For example, $Ua^\dagger b^\dagger|{\rm vac}\rangle=AB\,U|{\rm vac}\rangle=AB|{\rm vac}\rangle$, because $G|{\rm vac}\rangle=0$ and so $U$ leaves the vacuum alone.

The probability that a single photon stays in its guide is

$$\eta=\cos^2\theta .$$

In these notes "one-third reflectivity" means $\eta=1/3$: the port with one third of the power is the one that continues the photon's own rail. In the layout used here each rail continues in its own guide, so this is the through port. The naming matters, as section 5 shows. We write $r=\sqrt\eta$ and $s=\sqrt{1-\eta}$, both positive, so that a photon stays with amplitude $r$ and crosses with amplitude $is$.

### 3. Qubits, empty ports and acceptance

The control qubit is one photon shared between two rails, $c_0$ and $c_1$. A photon in $c_0$ is the logical state $|0\rangle$, and a photon in $c_1$ is $|1\rangle$. The target qubit is one photon in rails $t_0$ and $t_1$, in the same way. With $j,k$ equal to 0 or 1,

$$|jk\rangle=c_j^\dagger t_k^\dagger|{\rm vac}\rangle .$$

Two further guides, $v_c$ and $v_t$, enter empty and serve as dumps. The gate uses no ancilla photons, but it does use these extra modes.

The central stage has three couplers, all with the same $\eta$:

- $c_0$ with $v_c$,
- $t_0$ with $v_t$,
- $c_1$ with $t_1$.

No guide appears twice, so the couplers commute and their order is irrelevant.

A run is accepted when exactly one photon leaves in the pair $\{c_0,c_1\}$ and exactly one in the pair $\{t_0,t_1\}$. All other runs are discarded. This is what postselection on a coincidence means here. We assume for now that the photons are indistinguishable apart from their rail, that nothing is lost, and that angles and phases are exact.

### 4. The four rail inputs

We apply the coupler rule to each input and expand. Creation operators commute, so their order in a product can be chosen freely.

**Input 00.** The photons meet only empty guides:

$$(rc_0^\dagger+isv_c^\dagger)(rt_0^\dagger+isv_t^\dagger)
=\eta\,c_0^\dagger t_0^\dagger+irs\,(c_0^\dagger v_t^\dagger+v_c^\dagger t_0^\dagger)-s^2v_c^\dagger v_t^\dagger .$$

Every term but the first has a photon in a dump. The accepted part is $\eta|00\rangle$.

**Input 01.** The target photon now enters the coupler shared with $c_1$:

$$(rc_0^\dagger+isv_c^\dagger)(rt_1^\dagger+isc_1^\dagger)
=\eta\,c_0^\dagger t_1^\dagger+irs\,(c_0^\dagger c_1^\dagger+v_c^\dagger t_1^\dagger)-s^2v_c^\dagger c_1^\dagger .$$

The second term has two photons in the control pair. The third has none there, and the fourth has none in the target pair. The accepted part is $\eta|01\rangle$.

**Input 10.** Likewise,

$$(rc_1^\dagger+ist_1^\dagger)(rt_0^\dagger+isv_t^\dagger)
=\eta\,c_1^\dagger t_0^\dagger+irs\,(c_1^\dagger v_t^\dagger+t_1^\dagger t_0^\dagger)-s^2t_1^\dagger v_t^\dagger ,$$

with accepted part $\eta|10\rangle$.

**Input 11.** Both photons enter the shared coupler:

$$(rc_1^\dagger+ist_1^\dagger)(rt_1^\dagger+isc_1^\dagger)
=(\eta-s^2)\,c_1^\dagger t_1^\dagger+irs\left[(c_1^\dagger)^2+(t_1^\dagger)^2\right].$$

The minus sign is $i^2$, from two crossings. Since $s^2=1-\eta$, the accepted part is $(2\eta-1)|11\rangle$.

On the accepted states, the central stage is therefore the diagonal matrix

$$D(\eta)={\rm diag}(\eta,\ \eta,\ \eta,\ 2\eta-1),$$

in the order 00, 01, 10, 11.

### 5. Why one third

A controlled-sign gate multiplies $|11\rangle$ by $-1$ and leaves the other three states alone. $D(\eta)$ is proportional to it when

$$2\eta-1=-\eta\quad\Longrightarrow\quad \eta=\tfrac13 .$$

Equal magnitudes alone would also allow $2\eta-1=+\eta$, that is $\eta=1$. That is a circuit without coupling, which succeeds every time and does nothing. For the useful root,

$$D=\tfrac13\,{\rm diag}(1,1,1,-1).$$

If the ports were named the other way round, so that a photon stayed with probability $2/3$, the amplitudes would be $2/3,\,2/3,\,2/3,\,+1/3$. These have neither the sign nor the equal weights. Such a coupler does work if the cross port of each coupler is routed on as the rail. The amplitudes are then $(i/\sqrt3)^2=-1/3$ for the first three inputs and $-1/3+2/3=+1/3$ for the last, which is the same gate up to an overall sign.

The dump couplers also have to match the shared one. Let the photon in $c_0$ stay with probability $\eta_c$ and the photon in $t_0$ with probability $\eta_t$. The expansions above then give

$$\sqrt{\eta_c\eta_t},\qquad \sqrt{\eta_c\eta},\qquad \sqrt{\eta\,\eta_t},\qquad 2\eta-1 .$$

With nonzero amplitudes, equality of the first two requires $\eta_t=\eta$, and equality of the first and third requires $\eta_c=\eta$. Without dump couplers, $\eta_c=\eta_t=1$, and at $\eta=1/3$ the amplitudes are $1,\,1/\sqrt3,\,1/\sqrt3,\,-1/3$. The success probabilities are then $1,\,1/3,\,1/3,\,1/9$. The sign is still present, but a superposition of inputs would in general come out with altered weights. The dumps lower the success of the easy inputs to that of the hardest one.

### 6. From a sign to a flip

A CNOT flips the target when the control is 1. It follows from the controlled sign when a Hadamard gate,

$$H=\frac1{\sqrt2}\begin{pmatrix}1&1\\1&-1\end{pmatrix},$$

acts on the target before and after the central stage. So the complete circuit contains two balanced couplers besides the three one-third couplers.

A balanced coupler has $\theta=\pi/4$. Its matrix on the amplitudes of $t_0$ and $t_1$ is

$$B=\frac1{\sqrt2}\begin{pmatrix}1&i\\i&1\end{pmatrix}.$$

Place a phase shift of $-\pi/2$ on rail $t_1$ before it and another after it, each described by $P={\rm diag}(1,-i)$. Multiplication by $P$ from the right multiplies the second column by $-i$, and multiplication from the left does the same to the second row:

$$BP=\frac1{\sqrt2}\begin{pmatrix}1&1\\i&-i\end{pmatrix},\qquad
PBP=\frac1{\sqrt2}\begin{pmatrix}1&1\\1&-1\end{pmatrix}=H .$$

We must check that acceptance, which is decided at the very end, may be applied to the central stage alone. The Hadamard circuit moves photons only between $t_0$ and $t_1$. It changes neither the number of photons in the target pair nor the number in the control pair. Whether a run is accepted is therefore already settled when the photons leave the central stage. The accepted map of the whole circuit is

$$K=(1\otimes H)\,D\,(1\otimes H).$$

Write $Z={\rm diag}(1,-1)$ and let $X$ be the flip. Then

$$D=\tfrac13\left(|0\rangle\langle0|\otimes1+|1\rangle\langle1|\otimes Z\right).$$

We need $H^2=1$ and

$$HZH=\frac12\begin{pmatrix}1&1\\1&-1\end{pmatrix}\begin{pmatrix}1&1\\-1&1\end{pmatrix}=\begin{pmatrix}0&1\\1&0\end{pmatrix}=X .$$

It follows that

$$K=\tfrac13\left(|0\rangle\langle0|\otimes1+|1\rangle\langle1|\otimes X\right)=\tfrac13\,{\rm CNOT}.$$

### 7. Success probability for every input

Take a general pure input, entangled or not,

$$|\psi\rangle=\alpha_{00}|00\rangle+\alpha_{01}|01\rangle+\alpha_{10}|10\rangle+\alpha_{11}|11\rangle,\qquad \sum_{jk}|\alpha_{jk}|^2=1 .$$

The accepted part of the output is

$$K|\psi\rangle=\tfrac13\left(\alpha_{00}|00\rangle+\alpha_{01}|01\rangle+\alpha_{11}|10\rangle+\alpha_{10}|11\rangle\right).$$

Its squared norm is the probability of acceptance:

$$p=\tfrac19\sum_{jk}|\alpha_{jk}|^2=\tfrac19 .$$

In operator form, $K^\dagger K={\rm CNOT}^\dagger\,{\rm CNOT}/9=1/9$, because CNOT is unitary. For a mixed input $\rho$,

$$p={\rm Tr}(K\rho K^\dagger)={\rm Tr}(K^\dagger K\rho)=\tfrac19,\qquad
\frac{K\rho K^\dagger}{p}={\rm CNOT}\,\rho\,{\rm CNOT}^\dagger .$$

If the qubits are entangled with a further system that does not enter the circuit, the map is $K\otimes1$. Since $(K\otimes1)^\dagger(K\otimes1)=1/9$ on the joint space, the probability is again $1/9$.

Equal success for four basis states would not have been enough, since off-diagonal elements of $K^\dagger K$ could still make superpositions behave differently. The condition needed is that $K^\dagger K$ be a multiple of the identity. If $\langle\psi|K^\dagger K|\psi\rangle=p$ for every normalised $|\psi\rangle$, then each eigenvalue of this Hermitian matrix equals $p$, so the matrix is $p$ times the identity.

As an example, put the control in $(|0\rangle+|1\rangle)/\sqrt2$ and the target in $|0\rangle$. The accepted output is

$$\frac{1}{3\sqrt2}\left(|00\rangle+|11\rangle\right),$$

with both amplitudes equal to $0.2357$. Twice the square of this number is $0.111$. After acceptance and normalisation, a product input has become a Bell state.

## Second half: failures, imperfections and a silicon example

### 8. What is carried over

The control photon occupies rails $c_0,c_1$, the target photon occupies $t_0,t_1$, and the dumps $v_c,v_t$ enter empty. In a coupler of angle $\theta$ a photon stays with amplitude $r=\sqrt\eta$ and crosses with amplitude $is=i\sqrt{1-\eta}$, where $\eta=\cos^2\theta$. A run is accepted when one photon leaves in each qubit's pair of rails. The central stage gives

$$D(\eta)={\rm diag}(\eta,\eta,\eta,2\eta-1),$$

and at $\eta=1/3$, with a Hadamard gate $H$ on the target before and after, the accepted map is $K={\rm CNOT}/3$. Its success probability is $1/9$ for every input. We write $|\pm\rangle=(|0\rangle\pm|1\rangle)/\sqrt2$, so that $H|+\rangle=|0\rangle$ and $H|-\rangle=|1\rangle$.

### 9. Where the other 8/9 goes

The total failure probability does not depend on the input, but the way of failing does.

The input $|0,+\rangle$ reaches the central stage as rail state 00. By the expansion in section 4, one photon is dumped with probability $2\eta(1-\eta)=4/9$, and both are dumped with probability $(1-\eta)^2=4/9$. All failures put light into a dump.

The input $|1,-\rangle$ reaches the central stage as rail state 11. Its failure terms are $irs(c_1^\dagger)^2$ and $irs(t_1^\dagger)^2$. Since $(c_1^\dagger)^2|{\rm vac}\rangle$ has squared norm 2, each term has probability $2\eta(1-\eta)=4/9$. All failures put two photons into one qubit, and the dumps stay dark.

A detector on the dumps could therefore tell these two inputs apart after a failure. Acceptance carries no such information, because its probability is the same for all inputs.

The ideal circuit performs a CNOT on accepted runs with probability $1/9$ for every input, although the way it fails depends on the input. It remains to see what happens when gates are joined without checking acceptance in between, how phase errors, coupler errors and distinguishable photons affect the gate, and what this means for an example in silicon.
